# Wagner's integrated diffusion coefficient and the parabolic growth of a silicide

**Q.** A silicide such as MoSi$_2$ has almost no range of composition. Fick's law needs a composition gradient. How can there be a diffusion coefficient at all?

**A.** The gradient is small but the chemical potentials still differ between the two faces, and they drive the atoms. Let me first find a flux that can be used without knowing how the lattice moves.

Let $x$ run from the metal M on the left to silicon on the right. The layer has Si atomic fraction $N$, volume per atom $\Omega$ and number fluxes $J_{\rm Si}$, $J_{\rm M}$, positive to the right. Define
$$q=(1-N)J_{\rm Si}-NJ_{\rm M}.$$
A common drift velocity $v$ adds $Nv/\Omega$ to $J_{\rm Si}$ and $(1-N)v/\Omega$ to $J_{\rm M}$. The change in $q$ is $(1-N)Nv/\Omega-N(1-N)v/\Omega=0$. So $q$ has the same value in the frame of the lattice, of the laboratory or of either interface. With $J=J_{\rm Si}+J_{\rm M}$ it also reads $q=J_{\rm Si}-NJ$.

The interdiffusion coefficient $\tilde D$ is defined by
$$q=-\frac{\tilde D}{\Omega}\frac{dN}{dx}.$$
In the frame where $J=0$, this is Fick's law for Si.

**Q.** For a line compound that is a very large number times a very small one. You have named the difficulty, not removed it.

**A.** Integration removes it. If composition and atomic volume hardly change, the layer stores no atoms, and continuity makes each flux uniform in the laboratory frame. Then $q$ is uniform too. Silicon moves left, so $q=-|q|$, and
$$|q|\,\Omega=\tilde D\,\frac{dN}{dx}.$$
Integrating across the thickness $x$ of the layer gives
$$|q|\,\Omega\,x=\int\tilde D\,dN\equiv D_{\rm int}.$$
This is Wagner's integrated diffusion coefficient. The left side contains a flux and a thickness, both finite, so the integral stays finite as the homogeneity range shrinks. The mean $\tilde D$ must then grow as the inverse of that range. Since $N$ is a pure number, $D_{\rm int}$ has the unit of a diffusion coefficient.

**Q.** A flux is not yet a growth rate. Both interfaces move, and the phases have different densities.

**A.** Count atoms instead of volumes. Let the neighbours have Si fractions $N_-<N<N_+$, be saturated, and carry no diffusion flux.

In the frame of the left interface, the left neighbour delivers $r_L$ atoms per area and time, of which a fraction $N_-$ is Si. The interface stores nothing, so the same fluxes enter the silicide: $J=r_L$, $J_{\rm Si}=N_-r_L$. Hence
$$q=(N_--N)\,r_L,\qquad r_L=\frac{|q|}{N-N_-}.$$
In the frame of the right interface let $r_R$ be the rate at which atoms cross to the right. Then
$$q=(N_+-N)\,r_R,\qquad r_R=-\frac{|q|}{N_+-N}.$$
The minus sign says that these atoms enter the layer from the right. The layer holds $x/\Omega$ atoms per area, so
$$\frac1\Omega\frac{dx}{dt}=r_L-r_R=|q|\left[\frac1{N-N_-}+\frac1{N_+-N}\right]=S|q|,$$
$$S=\frac{N_+-N_-}{(N-N_-)(N_+-N)}.$$
Insert $|q|\Omega=D_{\rm int}/x$:
$$\frac{dx}{dt}=\frac{S D_{\rm int}}{x}.$$
With fixed interface potentials $D_{\rm int}$ is constant. Multiplying by $2x$ and integrating from zero thickness gives
$$x^2=2kt,\qquad k=SD_{\rm int},\qquad D_{\rm int}=\frac{x^2}{2St}.$$
The last form extracts $D_{\rm int}$ from a measured thickness. The densities of the neighbours do not enter; they matter for how much of each is consumed.

**Q.** You dropped storage because the range is small. Small compared with what?

**A.** Compared with $N-N_-$ and $N_+-N$, the composition steps at the interfaces. The size of the error can be found from the full moving-boundary problem,
$$\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(\tilde D\frac{\partial N}{\partial x}\right),$$
at equal atomic volumes, with the same interface balances. I solved it numerically for a disilicide between pure metal and pure Si. The Si potential drop was $6.53\,k_BT$, the composition deviated from 2/3 as a hyperbolic sine of the potential, and the metal diffusivity was 0.1 of the Si diffusivity, both constant. Relative to the line-compound value, $k$ came out higher by $4.8\times10^{-3}$, $4.8\times10^{-4}$ and $4.8\times10^{-5}$ for ranges of $10^{-2}$, $10^{-3}$ and $10^{-4}$. The error falls in proportion to the range. It is the difference of two effects: storage alone lowers $k$, but the finite range also makes the composition steps at the interfaces smaller, which raises $k$ by more.

**Q.** So far $D_{\rm int}$ is a measured number. Where is the chemical potential?

**A.** In the flux laws. Relative to the lattice, and without cross terms between the species,
$$J_{\rm Si}=-\frac{N D_{\rm Si}}{\Omega k_BT}\frac{d\mu_{\rm Si}}{dx},\qquad J_{\rm M}=-\frac{(1-N)D_{\rm M}}{\Omega k_BT}\frac{d\mu_{\rm M}}{dx}.$$
The potentials are per atom, and these laws define $D_{\rm Si}$ and $D_{\rm M}$. Put them into $q$:
$$q=-\frac{N(1-N)}{\Omega k_BT}\left[D_{\rm Si}\frac{d\mu_{\rm Si}}{dx}-D_{\rm M}\frac{d\mu_{\rm M}}{dx}\right].$$
At fixed temperature and pressure the Gibbs-Duhem relation is $N\,d\mu_{\rm Si}+(1-N)\,d\mu_{\rm M}=0$, so $d\mu_{\rm M}=-N\,d\mu_{\rm Si}/(1-N)$. The minus sign turns the difference into a sum:
$$q=-\frac{N}{\Omega k_BT}\big[(1-N)D_{\rm Si}+ND_{\rm M}\big]\frac{d\mu_{\rm Si}}{dx}.$$
Comparison with the definition of $\tilde D$ gives
$$\tilde D\,dN=\frac{N}{k_BT}\big[(1-N)D_{\rm Si}+ND_{\rm M}\big]d\mu_{\rm Si}.$$
Now integrate across the layer, holding $N$ fixed in the prefactors. Let $\bar D$ be the average of the bracket over the Si potential, and $\Delta\mu_{\rm Si}$ the potential at the Si side minus that at the metal side. Then
$$D_{\rm int}=\frac{N\bar D\,\Delta\mu_{\rm Si}}{k_BT},\qquad k=\frac{S N\bar D\,\Delta\mu_{\rm Si}}{k_BT}.$$
The tiny composition interval has been replaced by a potential interval that remains finite.

**Q.** And how do I obtain $\Delta\mu_{\rm Si}$ without measuring activities inside the layer?

**A.** From local equilibrium at the interfaces. Let $g$, $g_-$, $g_+$ be the free energies per atom of the silicide and its neighbours. At the left interface both phases share the same two potentials:
$$g=N\mu_{\rm Si}+(1-N)\mu_{\rm M},\qquad g_-=N_-\mu_{\rm Si}+(1-N_-)\mu_{\rm M}.$$
Subtraction gives $\mu_{\rm Si}-\mu_{\rm M}=(g-g_-)/(N-N_-)$. The first equation can also be written $\mu_{\rm Si}=g+(1-N)(\mu_{\rm Si}-\mu_{\rm M})$, so
$$\mu_{\rm Si}^{L}=g+(1-N)\frac{g-g_-}{N-N_-}.$$
The right interface gives in the same way
$$\mu_{\rm Si}^{R}=g+(1-N)\frac{g_+-g}{N_+-N}.$$
For a narrow phase $g$ is practically the same at both faces, and
$$\Delta\mu_{\rm Si}=(1-N)\left[\frac{g_+-g}{N_+-N}-\frac{g-g_-}{N-N_-}\right].$$
For pure neighbours take $g_-=g_+=0$ and $g=-A$, where $A>0$ is the free energy released per atom of silicide. Then
$$\Delta\mu_{\rm Si}=(1-N)\left[\frac{A}{1-N}+\frac{A}{N}\right]=\frac{A}{N}.$$
Since $S=1/[N(1-N)]$ in this case,
$$D_{\rm int}=\frac{\bar D A}{k_BT},\qquad k=\frac{\bar D A}{N(1-N)k_BT}.$$

**Q.** I would expect the slower species to control the growth. Your formula adds the two.

**A.** For constant diffusivities, $\bar D=(1-N)D_{\rm Si}+ND_{\rm M}$, and dividing by $N(1-N)$ gives
$$k=\frac{A}{k_BT}\left[\frac{D_{\rm Si}}{N}+\frac{D_{\rm M}}{1-N}\right].$$
The species act in parallel. Silicon reaching the metal side forms $1/N$ atoms of silicide per Si atom there; metal reaching the silicon side forms $1/(1-N)$ per metal atom. Either process can feed growth alone. If $D_{\rm M}\to0$, then $k\to D_{\rm Si}A/(Nk_BT)$, and all new silicide appears at the metal side.

The shares follow from the flux laws. Gibbs-Duhem makes $N|d\mu_{\rm Si}|=(1-N)|d\mu_{\rm M}|$, so the two flux magnitudes are in the ratio $D_{\rm Si}:D_{\rm M}$. The metal-side share is therefore
$$\frac{D_{\rm Si}/N}{D_{\rm Si}/N+D_{\rm M}/(1-N)}=\frac{(1-N)D_{\rm Si}}{\bar D}.$$

**Q.** Put numbers in.

**A.** Take MoSi$_2$ between Mo and Si at 1200 K, where $k_BT=0.1034$ eV. Rough inputs are $A=0.45$ eV per atom, $D_{\rm Si}=10$ nm$^2$/s and $D_{\rm Mo}=0.01$ nm$^2$/s, taken as averages over the layer. With $N=2/3$,
$$\bar D=\tfrac13(10)+\tfrac23(0.01)=3.34\ {\rm nm^2/s},$$
$$\Delta\mu_{\rm Si}=\frac{0.45}{2/3}=0.675\ {\rm eV},$$
$$D_{\rm int}=\frac{3.34\times0.45}{0.1034}=14.5\ {\rm nm^2/s},$$
$$k=4.5\times14.5=65.4\ {\rm nm^2/s}=6.54\times10^{-13}\ {\rm cm^2/s},$$
where the unrounded $D_{\rm int}$ was used in the last line. After 60 s,
$$x=\sqrt{2\times65.4\times60}\approx89\ {\rm nm}.$$
The metal-side share is $(10/3)/3.34=0.998$. If the homogeneity range were $10^{-3}$, the mean $\tilde D$ would be $14.5/10^{-3}=1.45\times10^4$ nm$^2$/s. That large value reflects the steep change of potential with composition, not fast atomic jumps.

For the consumption, take atomic volumes of 0.0135, 0.0156 and 0.0200 nm$^3$ in MoSi$_2$, Mo and Si:
$$x_{\rm Mo}=\frac13\,\frac{0.0156}{0.0135}\,x\approx34\ {\rm nm},\qquad x_{\rm Si}=\frac23\,\frac{0.0200}{0.0135}\,x\approx88\ {\rm nm}.$$
About 122 nm of reactants become 89 nm of silicide. A Mo film thinner than 34 nm would run out before 60 s, and the parabolic law would end there.

**Q.** The drop of 0.675 eV is 6.5 times $k_BT$. Is a linear flux law still allowed, and can $D_{\rm Si}$ be constant?

**A.** Linearity concerns the drop over one atomic jump. Constant diffusivities give a uniform gradient, and for a jump of roughly 0.3 nm the drop is then $6.5\times0.3/89\approx0.02$ in units of $k_BT$, which is small. In a layer 2 nm thick it would be about one, and the linear law could no longer be taken for granted.

Constancy is the more serious matter. The Si activity changes by a factor $e^{6.53}$, nearly 700, across the layer. Suppose Si moves by dilute vacancies on its own sublattice. Forming one sends an atom to a reservoir at $\mu_{\rm Si}$, so the vacancy fraction varies as $e^{-\mu_{\rm Si}/k_BT}$. At fixed jump rate $D_{\rm Si}$ follows it, and is lowest at the Si side. With $U=\Delta\mu_{\rm Si}/k_BT$,
$$\frac{\langle D_{\rm Si}\rangle}{D_{\rm Si}^{\rm Si\ side}}=\frac1U\int_0^Ue^{s}\,ds=\frac{e^U-1}{U}\approx105.$$
If 10 nm$^2$/s were the value in MoSi$_2$ equilibrated with Si, this mechanism would make $k$ about 100 times larger and the layer about ten times thicker. The integral formula survives as long as the linear law holds; inserting a diffusivity measured at one composition does not.

The two questions are therefore linked. A uniform Si flux needs a gradient proportional to $1/D_{\rm Si}$, which is steepest at the Si side. Neglecting the metal's part, the drop $s$ over the last jump there, in units of $k_BT$, obeys $e^s-1=(e^U-1)\times0.3/x$, with $x$ in nm. If 10 nm$^2$/s is the mean and the layer is 89 nm thick, $s\approx1.2$; in the layer ten times thicker, $s\approx0.2$. For this particular mechanism the large drop does no harm. At fixed jump rate the net flux over one jump is proportional to the difference of the vacancy fractions on the two planes. Summed over all jumps, these differences are proportional to $e^U-1$, which is the integral formula for any $s$. A large drop per jump would matter if the jump rate itself changed with it.

**Q.** Mo and MoSi$_2$ are not neighbours in equilibrium. Mo$_5$Si$_3$ belongs between them.

**A.** It does, and so does Mo$_3$Si, which I leave out. Give Mo$_5$Si$_3$ a free energy of $-0.40$ eV per atom and $N_\beta=3/8$. The metal-side potential of MoSi$_2$ is now fixed by Mo$_5$Si$_3$:
$$\Delta\mu_{\rm Si}=\frac13\left[\frac{0.45}{1/3}+\frac{0.05}{7/24}\right]=0.507\ {\rm eV}.$$

With this smaller drop, the vacancy average of the previous answer is 27 instead of 105.

Whether $S$ changes depends on the thickness of the Mo$_5$Si$_3$. Let $J$ atoms per area and time cross from it into MoSi$_2$, in the frame of their interface. Equality of the Si flux on both sides gives $|q|-|q_\beta|=(N-N_\beta)J$. A very thin interlayer stores almost nothing, so it passes on what it receives from pure Mo, and $|q_\beta|=N_\beta J$. Adding the two relations gives $|q|=NJ$, the balance for pure Mo. Thus $S$ stays 4.5, and at unchanged $\bar D$, $k$ falls by the ratio of potential drops, $0.507/0.675=0.75$. With the vacancy law and a fixed Si-side diffusivity, neglecting the metal's part, the ratio would instead be $(e^{4.90}-1)/(e^{6.53}-1)\approx0.20$.

With a Mo$_5$Si$_3$ mobility 0.01 of that of MoSi$_2$, and equal atomic volumes, the coupled growth equations give $k=48.8$ nm$^2$/s, close to this limit. After 60 s there are 77 nm of MoSi$_2$ and 0.8 nm of Mo$_5$Si$_3$. Bulk thermodynamics and the linear flux law are both doubtful for so thin a layer.

A thick, saturated Mo$_5$Si$_3$ substrate is the other case. Then
$$S=\frac{5/8}{(7/24)(1/3)}=6.43,$$
and at unchanged $\bar D$ the growth constant is $0.751\times6.43/4.5=1.07$ times that for pure Mo. The driving force is smaller, but each unit of flux converts more material.

**Q.** Would you give the 89 nm to a process engineer?

**A.** As an illustration, not as a prediction. The formation energy is a rough value for MoSi$_2$, but I chose the mobility to give a thin film in a minute and do not claim it as measured. A polycrystalline film also breaks the assumption of one lattice diffusivity. For columnar square grains of 100 nm with boundaries 0.5 nm wide, the boundary area fraction is 0.00997. If both species diffuse 1000 times faster there, and atoms spread freely along the interfaces so that the layer stays flat, $k$ rises by a factor of $0.990+9.97\approx11$, and the thickness becomes about 290 nm. About 91 percent of the flux then arrives on 1 percent of the area, so slow spreading would reduce the gain.

Other changes, each made alone from the 89 nm case, are these:

- If the quoted diffusivities are tracer values with correlation factor 0.5, the flux-law values are twice as large, and the thickness is 125 nm.
- If $D_{\rm Si}$ along the growth direction is 100 times lower, as a strongly anisotropic crystal might allow, with $D_{\rm Mo}$ held fixed, it is about 10 nm.
- With an activation energy of 2 eV for $k$, a temperature 10 K higher raises $k$ by 17 percent.
- A stress of 1 GPa does work of about 0.084 eV per atomic volume, 19 percent of $A$. This is a scale for comparison, not a computed change in $k$.

**Q.** And if the reaction at the interface is slow?

**A.** Then local equilibrium fails in thin layers. Let the reaction limit the speed to $v_0$ at zero thickness. The simplest model takes the reaction rate as proportional to the potential drop at the interface, which is not assured in thin layers, where that drop approaches $6.5\,k_BT$. It also takes $\bar D$ as constant; with the vacancy law the result would depend on which face is slow, since a drop lost at the metal side removes the part of the potential range where $D_{\rm Si}$ is largest. With both assumptions the resistances of reaction and diffusion add:
$$\frac{dx}{dt}=\frac{k}{x+x_c},\qquad x_c=\frac{k}{v_0}.$$
Integration gives $x^2+2x_cx=2kt$, so $x=\sqrt{x_c^2+2kt}-x_c$. For $x\ll x_c$ growth is linear, $x\approx v_0t$; for $x\gg x_c$ it is parabolic. With an assumed $v_0=10$ nm/s, $x_c=6.5$ nm and the thickness after 60 s is 82 nm. In this model, using $x^2/(2St)$ on a single layer would give too small a $D_{\rm int}$, by the factor $x/(x+2x_c)$. That is one third at $x=x_c$, and the result is still 14 percent low at 82 nm. Thicknesses at several times are needed. The slope of $x^2$ against $t$ is $2kx/(x+x_c)$, which reaches $2SD_{\rm int}$ only for $x\gg x_c$; at 82 nm it is still 7 percent low, although the plot already looks straight. In this model $t/x=x/(2k)+1/v_0$, so a plot of $t/x$ against $x$ gives $k=SD_{\rm int}$ from its slope and $v_0$ from its intercept. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 1200 K;  kT: 0.1034 eV
Si fraction of MoSi2: 0.6667;  of Mo5Si3: 0.3750
free energy of MoSi2: -0.45 eV/atom
free energy of Mo5Si3: -0.40 eV/atom
D_Si: 10.00 nm2/s;  D_Mo: 0.01 nm2/s
averaged mobility Dbar: 3.3400 nm2/s
Si potential drop, Mo and Si neighbours: 0.6750 eV
Mo potential drop: 1.3500 eV
reduced Si potential drop U: 6.528
Si activity ratio across layer: 684
integrated coefficient D_int: 14.535 nm2/s
  the same: 1.453e-13 cm2/s
geometric factor S: 4.500
growth constant k (x^2 = 2kt): 65.41 nm2/s
  the same: 6.541e-13 cm2/s
anneal time: 60 s;  thickness: 88.6 nm
growth speed at the end: 0.738 nm/s
share grown at the Mo side: 0.9980
atomic volumes MoSi2, Mo, Si: 0.0135, 0.0156, 0.02 nm3
Mo consumed: 34.1 nm
Si consumed: 87.5 nm
homogeneity range, sample value: 1e-03
mean interdiffusion coeff. there: 1.453e+04 nm2/s
relative error of line-compound k, Mo and Si neighbours:
  range 1e-02: constant D 4.82e-03, vacancy law 3.90e-03
  range 1e-03: constant D 4.80e-04, vacancy law 3.91e-04
  range 1e-04: constant D 4.80e-05, vacancy law 3.91e-05
largest error/range over all cases: 1.07
D_int by quadrature, largest relative error: 8.2e-06
NEGLECTED EFFECTS (rough inputs)
vacancy law, mean D_Si over Si-side D_Si: 104.6
Mo5Si3 mobility over MoSi2 mobility: 0.01
Si potential drop with Mo5Si3 interlayer: 0.5071 eV
k with interlayer: 48.84 nm2/s
MoSi2 with interlayer: 76.6 nm
Mo5Si3 interlayer: 0.83 nm
reaction speed limit: 10 nm/s
crossover thickness: 6.54 nm
thickness with reaction limit: 82.3 nm
correlation factor 0.5: thickness 125.3 nm
grain size 100 nm, boundary width 0.5 nm
boundary area fraction: 0.00997
boundary/lattice D 1000: k times 10.97
thickness with grain boundaries: 293 nm
slow axis, D_Si times 0.01: thickness 9.7 nm
stress 1 GPa: work 0.0843 eV/atom
  over formation energy: 0.187
10 K hotter, 2 eV: k times 1.173
```
